# The Thomas-Fermi atom with the Fermi-Amaldi factor: a numerical check

```python
"""
Fermi-Amaldi Thomas-Fermi atom (Hartree atomic units).
E[n] = C_F int n^(5/3) - Z int n/r + kappa J[n], kappa = (N-1)/N.
Result under test: for N < Z+1 (neutral atom included) the density ends at
a finite radius R with multiplier mu = -(Z-N+1)/R; N = Z+1 is the limiting
case with infinite extent; for N > Z+1 the excess charge escapes.
This is a limit of existence at fixed N: E(N) itself is not lowest there.
Road 1: scaled equation chi'' = chi^(3/2)/sqrt(x), r = length * x.
Road 2: constrained minimum of the energy discretized on radial shells.
"""
from types import SimpleNamespace
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants

BOHR_IN_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10
HARTREE_IN_EV = physical_constants["Hartree energy in eV"][0]
C_F = 0.3 * (3 * np.pi**2) ** (2 / 3)


def scaled_rhs(t, y):
    # t = sqrt(x); y = (chi, dchi/dx)
    return [2 * t * y[1], 2 * max(y[0], 0.0) ** 1.5]


def edge_solution(residual):
    """Edge x0 and slope chi'(0) for -x0 chi'(x0) = residual > 0."""
    def too_high(t, y):
        return y[0] - 3.0
    too_high.terminal = True

    def inward(log_x0):
        x0 = np.exp(log_x0)
        sol = solve_ivp(scaled_rhs, (np.sqrt(x0), 0.0), [0.0, -residual / x0],
                        method="DOP853", rtol=1e-10, atol=1e-13,
                        events=too_high)
        return sol.y[:, -1]

    root = brentq(lambda s: inward(s)[0] - 1.0, np.log(0.01), np.log(1000.0),
                  xtol=1e-12)
    return np.exp(root), inward(root)[1]


def universal_slope():
    """Initial slope of the solution that reaches zero only at infinity."""
    def hits_zero(t, y):
        return y[0]

    def turns_up(t, y):
        return y[1]
    hits_zero.terminal = True
    turns_up.terminal = True
    steep, shallow = -1.7, -1.5
    for _ in range(40):
        middle = 0.5 * (steep + shallow)
        sol = solve_ivp(scaled_rhs, (0.0, 25.0), [1.0, middle],
                        method="DOP853", rtol=1e-11, atol=1e-14,
                        events=[hits_zero, turns_up])
        if len(sol.t_events[0]):
            steep = middle
        else:
            shallow = middle
    return 0.5 * (steep + shallow)


SLOPE_INFINITE = universal_slope()


def scaled_atom(Z, N):
    """Fermi-Amaldi atom from the scaled differential equation."""
    kappa = (N - 1) / N
    length = 0.5 * (3 * np.pi / 4) ** (2 / 3) * Z ** (-1 / 3) * kappa ** (-2 / 3)
    residual = (Z - N + 1) / Z
    if abs(residual) < 1e-14:
        x0, slope, mu = np.inf, SLOPE_INFINITE, 0.0
    else:
        x0, slope = edge_solution(residual)
        mu = -(Z - N + 1) / (length * x0)
    attraction = Z * (mu - Z * slope / length) / kappa
    energy = -3 / 7 * (attraction - mu * N)
    hartree = (attraction + 2 * energy) / kappa
    return SimpleNamespace(kappa=kappa, length=length, x0=x0, slope=slope,
                           R=length * x0, mu=mu, A=attraction, E=energy,
                           J=hartree)


def shell_minimum(Z, N, kappa, box, points=320):
    """Minimum of the discretized functional at fixed N inside a sphere."""
    h = 1.0 / points
    u = (np.arange(points) + 0.5) * h
    r = box * u**4
    volume = 4 * np.pi * r**2 * 4 * box * u**3 * h
    larger = np.maximum.outer(r, r)
    scaled_green = r[:, None] / larger
    identity = np.eye(points)
    state = {"f": np.full(points, float(Z))}

    def occupations(f):
        return volume * (2 * np.maximum(f, 0) / r) ** 1.5 / (3 * np.pi**2)

    def charge(mu):
        # f = r*phi; Newton iteration for the stationarity conditions
        f = state["f"].copy()
        for _ in range(100):
            q = occupations(f)
            dq = volume * np.sqrt(2 * np.maximum(f, 0) / r) / (np.pi**2 * r)
            defect = f - mu * r - Z + kappa * scaled_green @ q
            step = np.linalg.solve(identity + kappa * scaled_green * dq, defect)
            f = f - step
            if np.max(np.abs(step)) < 1e-10:
                break
        else:
            raise RuntimeError("Newton iteration did not converge")
        state["f"] = f
        return occupations(f).sum()

    mu = brentq(lambda m: charge(m) - N, -2.0, 0.2, xtol=1e-13)
    charge(mu)
    f = state["f"]
    q = occupations(f)

    def parts(occ):
        kinetic = C_F * np.sum(volume * (occ / volume) ** (5 / 3))
        attraction = Z * np.sum(occ / r)
        hartree = 0.5 * occ @ ((scaled_green @ occ) / r)
        return kinetic, attraction, hartree

    def energy(occ):
        kinetic, attraction, hartree = parts(occ)
        return kinetic - attraction + kappa * hartree

    last = np.nonzero(f > 0)[0][-1]
    if last == points - 1:
        edge = np.inf
    else:
        edge = r[last] + (r[last + 1] - r[last]) * f[last] / (f[last] - f[last + 1])
    T, A, J = parts(q)
    return SimpleNamespace(r=r, q=q, volume=volume, mu=mu, edge=edge, T=T, A=A,
                           J=J, E=energy(q), energy=energy,
                           outer=q[r > box / 2].sum())


Z = 17
neutral = scaled_atom(Z, Z)
cation = scaled_atom(Z, Z - 1)
anion = scaled_atom(Z, Z + 1)

# Neutral atom: differential equation against minimized functional.
# Shell discretization is second order; 1e-3 (energy), 1e-2 (edge) cover it.
grid = shell_minimum(Z, Z, neutral.kappa, 40.0)
assert np.isfinite(grid.edge)
assert abs(grid.edge / neutral.R - 1) < 1e-2
assert abs(grid.mu / neutral.mu - 1) < 1e-2
assert abs(grid.E / neutral.E - 1) < 1e-3
assert abs(grid.J / neutral.J - 1) < 2e-3
assert abs(grid.T / (-grid.E) - 1) < 1e-3

# The stationary density is a minimum, also against charge beyond the edge.
rng = np.random.default_rng(1)
for _ in range(10):
    wave = np.sin(rng.uniform(1, 6) * np.log(grid.r + 0.1) + rng.uniform(0, 6))
    trial = grid.q * (1 + 0.05 * wave)
    trial *= Z / trial.sum()
    assert grid.energy(trial) > grid.E
cloud = np.where((grid.r > 1.2 * grid.edge) & (grid.r < 2 * grid.edge),
                 grid.volume, 0.0)
trial = 0.999 * grid.q + 0.001 * Z * cloud / cloud.sum()
cloud_cost = grid.energy(trial) - grid.E
assert cloud_cost > 0

# Ordinary Thomas-Fermi: neutral atom fills the box, cation maps onto ours.
plain_neutral = shell_minimum(Z, Z, 1.0, 40.0)
plain_cation = shell_minimum(Z, Z - 1, 1.0, 40.0)
assert np.isinf(plain_neutral.edge)
energy_factor = (Z / (Z - 1)) ** (1 / 3)
radius_factor = neutral.kappa ** (-2 / 3)
assert abs(energy_factor * plain_cation.E / neutral.E - 1) < 1e-3
assert abs(radius_factor * plain_cation.edge / neutral.R - 1) < 1e-2

# Approach to the limiting anion.
approach = [(N, scaled_atom(Z, N).R) for N in (16, 17, 17.5, 17.9, 17.97)]
assert all(a[1] < b[1] for a, b in zip(approach, approach[1:]))

# N = Z+1 fills every box with a fast-falling multiplier.
limit_40 = shell_minimum(Z, Z + 1, anion.kappa, 40.0)
limit_80 = shell_minimum(Z, Z + 1, anion.kappa, 80.0)
assert np.isinf(limit_40.edge) and np.isinf(limit_80.edge)
assert 0 < limit_80.mu < limit_40.mu / 8
assert limit_80.outer < 0.5 * limit_40.outer
assert abs(limit_80.E / anion.E - 1) < 1e-3

# N = Z+2: the charge N - Z/kappa follows the wall (finite-box tails remain).
kappa_over = (Z + 1) / (Z + 2)
escaping = Z + 2 - Z / kappa_over
over_40 = shell_minimum(Z, Z + 2, kappa_over, 40.0)
over_80 = shell_minimum(Z, Z + 2, kappa_over, 80.0)
assert abs(over_40.outer - escaping) < 0.1
assert abs(over_80.outer - escaping) < 0.1
bound_limit = kappa_over ** (-1 / 3) * anion.E * anion.kappa ** (1 / 3)
assert abs(over_80.E / bound_limit - 1) < 1e-3

# Energy as a function of N: the factor kappa(N) adds J/N^2 to mu.
dN = 0.05
slope_fd = (scaled_atom(Z, Z + dN).E - scaled_atom(Z, Z - dN).E) / (2 * dN)
slope_formula = grid.mu + grid.J / Z**2
assert abs(slope_fd - slope_formula) < 5e-3
gap = anion.E - neutral.E
assert gap > 0
assert abs((limit_40.E - grid.E) - gap) < 0.02
best = minimize_scalar(lambda N: scaled_atom(Z, N).E, bounds=(9.0, 17.9),
                       method="bounded", options={"xatol": 1e-4})
N_best = best.x
grid_best = shell_minimum(Z, N_best, (N_best - 1) / N_best, 40.0)
assert 9.1 < N_best < Z
assert abs(grid_best.mu + grid_best.J / N_best**2) < 5e-3

print("Chlorine, Fermi-Amaldi Thomas-Fermi model, Z =", Z)
print(f"neutral: kappa = {neutral.kappa:.6f}")
print(f"neutral: scaled length b' = {neutral.length:.5f} bohr")
print(f"neutral: edge condition 1/Z = {1 / Z:.6f}")
print(f"neutral: scaled edge x0 = {neutral.x0:.4f}")
print(f"neutral: initial slope chi'(0) = {neutral.slope:.7f}")
print(f"universal initial slope (x0 infinite) = {SLOPE_INFINITE:.7f}")
print(f"neutral: radius R = {neutral.R:.4f} bohr")
print(f"neutral: radius R = {neutral.R * BOHR_IN_ANGSTROM:.4f} angstrom")
print(f"neutral: mu = {neutral.mu:.5f} hartree")
print(f"neutral: attraction A = {neutral.A:.3f} hartree")
print(f"neutral: full Hartree energy J = {neutral.J:.3f} hartree")
print(f"neutral: kappa*J = {neutral.kappa * neutral.J:.3f} hartree")
print(f"shell minimum: R = {grid.edge:.4f} bohr")
print(f"shell minimum: mu = {grid.mu:.5f} hartree")
print(f"shell minimum: E = {grid.E:.3f} hartree")
print(f"cost of 0.1% charge put beyond R = {cloud_cost:.6f} hartree")
print(f"plain TF cation N=16: R = {plain_cation.edge:.4f} bohr")
print(f"plain TF cation N=16: E = {plain_cation.E:.3f} hartree")
print(f"mapping factors: radius {radius_factor:.5f}, energy {energy_factor:.5f}")
for N, radius in approach:
    print(f"radius for N = {N:5.2f}: {radius:.3f} bohr")
print(f"N=18, box 40 bohr: mu = {limit_40.mu:.3e} hartree")
print(f"N=18, box 80 bohr: mu = {limit_80.mu:.3e} hartree")
print(f"N=18, box 40: electrons beyond 20 bohr = {limit_40.outer:.4f}")
print(f"N=18, box 80: electrons beyond 40 bohr = {limit_80.outer:.4f}")
print(f"N=19: predicted escaping charge = {escaping:.4f} electrons")
print(f"N=19, box 40: electrons beyond 20 bohr = {over_40.outer:.4f}")
print(f"N=19, box 80: electrons beyond 40 bohr = {over_80.outer:.4f}")
print(f"E(N=16) = {cation.E:.4f} hartree")
print(f"E(N=17) = {neutral.E:.4f} hartree")
print(f"E(N=18) = {anion.E:.4f} hartree")
print(f"E(18)-E(17) = {gap:.4f} hartree")
print(f"E(18)-E(17) = {gap * HARTREE_IN_EV:.2f} eV")
print(f"E(18)-E(17) from shell minima = {limit_40.E - grid.E:.4f} hartree")
print(f"neutral: J/N^2 = {neutral.J / Z**2:.5f} hartree")
print(f"neutral: mu + J/N^2 = {neutral.mu + neutral.J / Z**2:.5f} hartree")
print(f"neutral: dE/dN by finite difference = {slope_fd:.5f} hartree")
print(f"anion: J/N^2 = {anion.J / (Z + 1)**2:.5f} hartree")
print(f"N of lowest energy = {N_best:.3f}")
print(f"lowest energy = {best.fun:.4f} hartree")
print("no test failed")
```

Printed output:

```
Chlorine, Fermi-Amaldi Thomas-Fermi model, Z = 17
neutral: kappa = 0.941176
neutral: scaled length b' = 0.35852 bohr
neutral: edge condition 1/Z = 0.058824
neutral: scaled edge x0 = 14.7826
neutral: initial slope chi'(0) = -1.5880870
universal initial slope (x0 infinite) = -1.5880710
neutral: radius R = 5.2998 bohr
neutral: radius R = 2.8046 angstrom
neutral: mu = -0.18868 hartree
neutral: attraction A = 1356.743 hartree
neutral: full Hartree energy J = 203.013 hartree
neutral: kappa*J = 191.071 hartree
shell minimum: R = 5.3007 bohr
shell minimum: mu = -0.18866 hartree
shell minimum: E = -582.829 hartree
cost of 0.1% charge put beyond R = 0.001763 hartree
plain TF cation N=16: R = 5.0907 bohr
plain TF cation N=16: E = -571.170 hartree
mapping factors: radius 1.04124, energy 1.02041
radius for N = 16.00: 3.574 bohr
radius for N = 17.00: 5.300 bohr
radius for N = 17.50: 7.516 bohr
radius for N = 17.90: 15.352 bohr
radius for N = 17.97: 24.882 bohr
N=18, box 40 bohr: mu = 6.377e-05 hartree
N=18, box 80 bohr: mu = 4.527e-06 hartree
N=18, box 40: electrons beyond 20 bohr = 0.0306
N=18, box 80: electrons beyond 40 bohr = 0.0050
N=19: predicted escaping charge = 1.0556 electrons
N=19, box 40: electrons beyond 20 bohr = 1.0771
N=19, box 80: electrons beyond 40 bohr = 1.0578
E(N=16) = -583.2128 hartree
E(N=17) = -582.8362 hartree
E(N=18) = -582.2431 hartree
E(18)-E(17) = 0.5930 hartree
E(18)-E(17) = 16.14 eV
E(18)-E(17) from shell minima = 0.5931 hartree
neutral: J/N^2 = 0.70247 hartree
neutral: mu + J/N^2 = 0.51378 hartree
neutral: dE/dN by finite difference = 0.51371 hartree
anion: J/N^2 = 0.63425 hartree
N of lowest energy = 15.490
lowest energy = -583.2688 hartree
no test failed
```
